\section*{Restricted Magnetic Balance and the Diamagnetic Shielding Term in Finite Bases}

An electron of charge $-e$ and mass $m$ moves in the static potential $V$ of fixed point nuclei, in a uniform field $\mathbf B$ and in the field of a nuclear point dipole $\boldsymbol\mu$ at $\mathbf r=0$. Units are Gaussian, the gauge origin is placed at that nucleus, and recoil and radiative corrections are left out. The kinetic momentum and the vector potentials are
\begin{equation}
\boldsymbol\pi=\mathbf p+\frac ec(\mathbf A_B+\mathbf A_\mu),\qquad
\mathbf A_B=\tfrac12\mathbf B\times\mathbf r,\qquad
\mathbf A_\mu=\frac{\boldsymbol\mu\times\mathbf r}{r^3}.
\end{equation}
For fixed directions of $\mathbf B$ and $\boldsymbol\mu$ three Hermitian two-component operators are defined by
\begin{equation}
\boldsymbol\sigma\cdot\boldsymbol\pi=K+BX+\mu Y,\quad K=\boldsymbol\sigma\cdot\mathbf p,\quad BX=\frac ec\boldsymbol\sigma\cdot\mathbf A_B,\quad \mu Y=\frac ec\boldsymbol\sigma\cdot\mathbf A_\mu ,
\end{equation}
with $\boldsymbol\sigma$ the Pauli matrices. The shielding constant is the mixed derivative $\sigma=\partial^2E/\partial B\,\partial\mu$ of the electronic energy at zero fields; it changes the nuclear Zeeman energy $-\mu B$ into $-\mu B(1-\sigma)$. With energies counted from $+mc^2$, the Dirac equation for the large and small components is
\begin{equation}
(V-E)\psi^L+c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\psi^S=0,\qquad
c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\psi^L+(V-E-2mc^2)\psi^S=0 .
\end{equation}
The large component is expanded in field-free spinors $\chi_\nu$, the small one in a finite space with orthogonal projector $P$. The limit $c\to\infty$ is taken in a fixed basis and at fixed $X$ and $Y$.

The second equation gives $\psi^S=c\,\boldsymbol\sigma\cdot\boldsymbol\pi\psi^L/(2mc^2+E-V)$, which tends to $\boldsymbol\sigma\cdot\boldsymbol\pi\psi^L/2mc$ where $|E-V|\ll2mc^2$. Restricted kinetic balance (RKB) builds the zero-field form of this relation into the basis, and restricted magnetic balance (RMB) the form in the external field:
\begin{equation}
f^{\rm RKB}_\nu=\frac{K\chi_\nu}{2mc},\qquad f^{\rm RMB}_\nu=\frac{(K+BX)\chi_\nu}{2mc}.
\end{equation}
Both have one small function for each large one, and they coincide at $B=0$.

In the finite basis the small-component equation holds after projection, $P[c\,\boldsymbol\sigma\cdot\boldsymbol\pi\psi^L+(V-E-2mc^2)\psi^S]=0$ with $\psi^S=P\psi^S$. The matrix of $V-E$ is finite, so at large $c$ it is negligible beside $2mc^2$ and $\psi^S=P\boldsymbol\sigma\cdot\boldsymbol\pi\psi^L/2mc+O(c^{-3})$. Insertion in the large-component equation, projected on the $\chi_\nu$, gives an eigenvalue problem with the matrix
\begin{equation}
h_{\nu\lambda}=\frac1{2m}\langle\boldsymbol\sigma\cdot\boldsymbol\pi\chi_\nu|P|\boldsymbol\sigma\cdot\boldsymbol\pi\chi_\lambda\rangle+V_{\nu\lambda}+O(c^{-2}).
\label{heff}
\end{equation}
The small component adds $O(c^{-2})$ to the norm and drops out of it.

Let $P$ be independent of the fields and let its space contain every $K\chi_\nu$, as in RKB. Then $PK\chi_\nu=K\chi_\nu$, and $P$, being Hermitian, disappears from each product in which one factor is $K\chi$. With $U=BX+\mu Y$,
\begin{equation}
h=\frac{K^2}{2m}+V+\frac{KU+UK}{2m}+\frac{UPU}{2m}.
\end{equation}
The identity $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$ gives $K^2=p^2$. Together with $\mathbf p\times\mathbf A+\mathbf A\times\mathbf p=-i\hbar\nabla\times\mathbf A$ it turns the linear term into $(e/2mc)(\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p+\hbar\boldsymbol\sigma\cdot\nabla\times\mathbf A)$, the orbital and spin couplings of the Pauli Hamiltonian, free of $P$. The paramagnetic shielding, which is the second-order sum over the eigenstates of $K^2/2m+V$ built from these linear terms, therefore does not depend on $P$. The diamagnetic shielding is the expectation value of the $B\mu$ coefficient $(YPX+XPY)/2m$ in the zero-field state $\psi$:
\begin{equation}
\sigma^d[P]=\frac1m\,{\rm Re}\langle Y\psi|P|X\psi\rangle .
\label{proj}
\end{equation}
For $P=1$ the cross products cancel in $YX+XY$, so that $\sigma^d=(e^2/mc^2)\langle\mathbf A_\mu\cdot\mathbf A_B\rangle/B\mu$. With $(\mathbf B\times\mathbf r)\cdot(\boldsymbol\mu\times\mathbf r)=\mathbf B\cdot\boldsymbol\mu\,r^2-(\mathbf B\cdot\mathbf r)(\boldsymbol\mu\cdot\mathbf r)$ and both vectors along $z$, followed by an average over the three axes,
\begin{equation}
\sigma^d_{zz}=\frac{e^2}{2mc^2}\Big\langle\frac{r^2-z^2}{r^3}\Big\rangle,\qquad
\sigma^d_{\rm iso}=\frac{e^2}{3mc^2}\Big\langle\frac1r\Big\rangle=\frac{\alpha^2}{3}\Big\langle\frac{a_0}{r}\Big\rangle ,
\label{lamb}
\end{equation}
which is the Lamb term; $e^2/mc^2=\alpha^2a_0$, with $\alpha$ the fine-structure constant and $a_0$ the Bohr radius.

The four-component matrix with a fixed basis is linear in the fields, and (\ref{proj}) arises in it from the negative-energy states. At large $c$ these become an orthonormal basis $|k\rangle$ of the small space with $E_0-E_k=2mc^2+O(1)$, the perturbation couples them to $\psi$ through $c\langle k|U\psi\rangle$, and the mixed second-order sum $2\,{\rm Re}\sum_kc^2\langle Y\psi|k\rangle\langle k|X\psi\rangle/2mc^2$ equals (\ref{proj}) because $\sum_k|k\rangle\langle k|=P$. The error relative to (\ref{lamb}) is $-{\rm Re}\langle Y\psi|(1-P)|X\psi\rangle/m$. It vanishes when $X\psi$ lies in the small space, which the RKB construction does not arrange. It has no fixed sign, since $X\neq Y$. The $B^2$ term does have one: $\langle X\psi|P|X\psi\rangle=\langle X^2\rangle-\|(1-P)X\psi\|^2$, so the diamagnetic magnetizability is too small in magnitude unless $X\psi$ is in the space.

In RMB the projector $P_B$ depends on $B$ and leaves every $(K+BX)\chi_\nu$ unchanged. Writing $\boldsymbol\sigma\cdot\boldsymbol\pi=K_B+\mu Y$ with $K_B=K+BX$, the same argument applied to (\ref{heff}) gives
\begin{equation}
h=\frac{K_B^2}{2m}+V+\mu\,\frac{K_BY+YK_B}{2m}+\mu^2\frac{YP_BY}{2m}.
\end{equation}
The terms of order $B$, $\mu$, $B^2$ and $B\mu$ contain no projector. The $B\mu$ coefficient is $(XY+YX)/2m$, whose expectation value is (\ref{lamb}) for any choice of the $\chi_\nu$. Balance with respect to $\mathbf B$ suffices for the shielding; the $\mu^2$ term remains projected. The limit reached is the nonrelativistic theory in the same large basis with a common gauge origin, so the incompleteness of that basis is not cured. RMB is not the only small space with this property: the field-independent space spanned by $K\chi_\nu$ and $X\chi_\nu$ contains $X\psi$ and makes (\ref{proj}) equal to (\ref{lamb}) as well, with twice as many small functions when the field has one fixed direction. RMB secures the term in every large basis with one small function per large one, and RKB does not.

At finite $c$ the RMB problem is $\mathsf H\mathsf C=E\mathsf S\mathsf C$ with $\mathsf C=(L,S)$ and, all matrices taken between the $\chi_\nu$,
\begin{align}
\mathsf H_{LL}&=V, & \mathsf H_{LS}&=\frac{(K_B+\mu Y)K_B}{2m}, & \mathsf H_{SS}&=\frac{K_BVK_B}{4m^2c^2}-\frac{K_B^2}{2m},\nonumber\\
\mathsf S_{LL}&=\langle\chi|\chi\rangle, & \mathsf S_{LS}&=0, & \mathsf S_{SS}&=\frac{K_B^2}{4m^2c^2}.
\end{align}
Superscripts $ij$ denote the $i$-th derivative in $B$ and the $j$-th in $\mu$ at zero fields. Take a state $\mathsf C_0$ that is nondegenerate within its symmetry block. The metric does not depend on $\mu$, so with $\mathsf C^\dagger\mathsf S\mathsf C=1$ the Hellmann--Feynman theorem gives $\partial E/\partial\mu=\mathsf C^\dagger(\partial\mathsf H/\partial\mu)\mathsf C$, and its $B$ derivative is $\mathsf C_0^\dagger\mathsf H^{11}\mathsf C_0+2\,{\rm Re}\,\mathsf C_0^\dagger\mathsf H^{01}\mathsf C^{10}$. The $B$ derivative of the eigenvalue equation is $(\mathsf H^{00}-E_0\mathsf S^{00})\mathsf C^{10}=-(\mathsf H^{10}-E_0\mathsf S^{10}-E^{10}\mathsf S^{00})\mathsf C_0$. Multiplication by $\mathsf C_k^\dagger$, $k\ne0$, gives the component of $\mathsf C^{10}$ along $\mathsf C_k$, and the derivative of the normalization fixes the real part of the component along $\mathsf C_0$ as $-\frac12\mathsf S^{10}_{00}$. Hence
\begin{equation}
\sigma=\mathsf H^{11}_{00}+2\,{\rm Re}\sum_{k\ne0}\frac{\mathsf H^{01}_{0k}(\mathsf H^{10}-E_0\mathsf S^{10})_{k0}}{E_0-E_k}-\mathsf H^{01}_{00}\mathsf S^{10}_{00},
\label{resp}
\end{equation}
with $k$ running over both branches of the spectrum and $\mathsf H^{11}_{00}={\rm Re}\,L^\dagger YX\,S/m$, from $\mathsf H^{11}_{LS}=YX/2m$ and its adjoint. RKB follows by replacing the balancing $K_B$ by $K$, which removes $\mathsf H^{11}$ and $\mathsf S^{10}$.

The orders in $c$ are read from the blocks. The zero-field small row, $K^2(L-S)/2m+[K(V-E_0)K/4m^2c^2]S=0$, gives $L-S=O(c^{-2})$, so $\mathsf H^{11}_{00}$ tends to (\ref{lamb}). The last term of (\ref{resp}) is $O(c^{-2})$ through $\mathsf S^{10}$. A normalized negative-energy vector has $S_k=O(c)$, since $\mathsf S_{SS}=O(c^{-2})$, and its large row $(V-E_k\mathsf S_{LL})L_k+K^2S_k/2m=0$ with $E_k\approx-2mc^2$ gives $L_k=O(c^{-1})$. Then $\mathsf H^{01}_{0k}=O(c)$. In RMB the small row of $(\mathsf H^{10}-E_0\mathsf S^{10})\mathsf C_0$ is $(KX+XK)(L-S)/2m+O(c^{-2})=O(c^{-2})$ and the large row is $O(1)$, so the element is $O(c^{-1})$ and the negative-energy sum is $O(c)\,O(c^{-1})/c^2=O(c^{-2})$. In RKB the small row is $KXL/2m=O(1)$, the element is $O(c)$, and the sum is $O(1)$, the projected term (\ref{proj}).

The size of the RKB error can be derived for the ground state in $V=-Ze^2/r$, with $\mathbf B$ and $\boldsymbol\mu$ along $z$, so that $m_j=\pm\frac12$ labels two uncoupled blocks with equal $\sigma$ by time reversal. Lengths in $a_0/Z$ and energies in $Z^2e^2/a_0$ turn the Hamiltonian into that of $V=-1/r$ with $\hbar=m=1$, $c\to1/Z\alpha$, and $U=(br/2+u/r^2)\,\boldsymbol\sigma\cdot\mathbf n$, where $\mathbf n=\hat{\mathbf z}\times\hat{\mathbf r}$, $b=eBa_0^2/c\hbar Z^2$ and $u=e\mu Z/c\hbar a_0$. With $s=\partial^2E/\partial b\,\partial u$ in these units,
\begin{equation}
\sigma=\frac{Z^2e^2}{a_0}\,\frac{ea_0^2}{c\hbar Z^2}\,\frac{eZ}{c\hbar a_0}\,s=Z\alpha^2s .
\end{equation}
In the radial algebra $c$ stands for $1/Z\alpha$. States are $r^{-1}(p\,\Omega_\kappa,\,iq\,\Omega_{-\kappa})$ with spin-angular functions obeying $\boldsymbol\sigma\cdot\boldsymbol\ell\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa$, $\boldsymbol\ell=\mathbf r\times\mathbf p$, and $\boldsymbol\sigma\cdot\hat{\mathbf r}\,\Omega_\kappa=-\Omega_{-\kappa}$. From $K=(\boldsymbol\sigma\cdot\hat{\mathbf r})^2K=-i\boldsymbol\sigma\cdot\hat{\mathbf r}(\partial_r-\boldsymbol\sigma\cdot\boldsymbol\ell/r)$ follows $K(g\Omega_\kappa)=i[g'+(\kappa+1)g/r]\Omega_{-\kappa}$, and the radial Hamiltonian acts as
\begin{equation}
H_\kappa\binom pq=\binom{-p/r+c(-q'+\kappa q/r)}{c(p'+\kappa p/r)-q/r-2c^2q}.
\end{equation}
For $\Omega_{-1}$ ($s_{1/2}$, spin up), $\boldsymbol\sigma\cdot\mathbf n\,\Omega_{-1}$ has $l=1$ and squared norm $\langle\sin^2\theta\rangle=\frac23$. Its overlap with $\boldsymbol\sigma\cdot\hat{\mathbf r}\,\Omega_{-1}$ is $i\langle\boldsymbol\sigma\cdot(\hat{\mathbf r}\times\mathbf n)\rangle=i\langle\sigma_z-\cos\theta\,\boldsymbol\sigma\cdot\hat{\mathbf r}\rangle=i(1-\frac13)$. The weight on $\Omega_1$ ($p_{1/2}$) is thus $w_{-1}=\frac49$, and the remainder $w_2=\frac29$ lies on $\Omega_{-2}$ ($p_{3/2}$), the small partner of $\kappa=2$, whose large component is $d_{3/2}$.

With $s$ Gaussians $e^{-\zeta r^2}$ the RKB small functions are $re^{-\zeta r^2}\Omega_1$. The $\Omega_1$ part of $X\psi$ has the radial factor $r\psi(r)$, a sum of these functions, and is kept whole, while the $\Omega_{-2}$ part is orthogonal to the space and is lost. The radial integrals of the two parts are the same, so (\ref{proj}) and the $B^2$ term equal $\frac49/\frac23=\frac23$ of their full values for any number of $s$ functions. The missing third needs large $d_{3/2}$ functions $g$, whose small partners are $g'+3g/r=r^{-3}(r^3g)'$. Setting this equal to $r\psi$ gives $g=r^{-3}\int_0^rt^4\psi(t)\,dt$, which falls as $r^{-3}$ because the integral tends to a positive constant. No finite sum of Gaussians has this tail, so $X\psi$ never lies in the RKB space: the error of the $B^2$ term cannot vanish, and the mixed error, having no fixed sign, can vanish only by cancellation. Approximating the tail calls for diffuse $d$ exponents although $\psi$ has no $d$ component. These govern the $B^2$ term; the mixed error pairs $(1-P)X\psi$ with $Y\psi\propto r^{-2}\psi$, which weights small $r$, and depends on tighter $d$ exponents as well. The positive-energy sum vanishes at large $c$ in this model, since $KX+XK\propto\ell_z+\sigma_z$ maps the $s$ state onto itself.

A basis-free value of $s$ for this Hamiltonian follows from the radial equations. Since $\boldsymbol\sigma\cdot\mathbf n$ anticommutes with $\boldsymbol\sigma\cdot\hat{\mathbf r}$, one has $\langle\Omega_{-\kappa}|\boldsymbol\sigma\cdot\mathbf n|\Omega_{\kappa'}\rangle=-\langle\Omega_\kappa|\boldsymbol\sigma\cdot\mathbf n|\Omega_{-\kappa'}\rangle$. The factors $i$ and $-i$ of the small components cancel this sign, and a radial factor $F(r)$ couples the ground state $(p_0,q_0)$ to $(p,q)$ through $c\int F(p_0q+q_0p)\,dr$ times an angular factor of squared modulus $w_\kappa$. The mixed second-order sum is symmetric in the two perturbations, so in each channel either may serve as source $F_1$:
\begin{equation}
s_\kappa=2w_\kappa c\!\int\! F_2(p_0q+q_0p)\,dr,\qquad (H_\kappa-E_0)\binom pq=-cF_1\binom{q_0}{p_0}+\epsilon\binom{p_0}{q_0},
\end{equation}
where $\epsilon=2c\int F_1p_0q_0\,dr$ and orthogonality to the ground state apply for $\kappa=-1$, and $\epsilon=0$ for $\kappa=2$. Let $\gamma=\sqrt{1-c^{-2}}$, $\rho=c(\gamma-1)$, $E_0=c\rho=-1/(1+\gamma)$, so that $1+\rho^2=2/(1+\gamma)$ and $c\rho/(1+\rho^2)=-\frac12$. On $r^\beta e^{-r}v$ with a constant vector $v=(x,y)$, the operator $H_\kappa-E_0$ gives $e^{-r}[r^{\beta-1}M_\kappa(\beta)v+r^\beta Nv]$ with
\begin{equation}
M_\kappa(\beta)=\begin{pmatrix}-1&c(\kappa-\beta)\\c(\kappa+\beta)&-1\end{pmatrix},\qquad Nv=c\Big(\frac y\rho-x\Big)\binom\rho1 ,
\end{equation}
where $2c^2+E_0=c^2(1+\gamma)=-c/\rho$ was used. Both $M_{-1}(\gamma)$ and $N$ annihilate $(1,\rho)$, so the ground state is $r^\gamma e^{-r}(1,\rho)$. Its moments $m_k=\langle r^k\rangle=\Gamma(2\gamma+1+k)/2^k\Gamma(2\gamma+1)$ are $m_1=\gamma+\frac12$, $m_{-1}=1/\gamma$ and $m_{-2}=2/\gamma(2\gamma-1)$; the last requires $\gamma>\frac12$.

For $\kappa=-1$ take $F_1=r/2$, so $\epsilon=c\rho m_1/(1+\rho^2)=-(2\gamma+1)/4$, and try $r^\gamma e^{-r}[t(1,\rho)+r(x,\rho\eta)]$. The power $r^{\gamma+1}$ requires $\eta-x=-\frac12$. The power $r^\gamma$ requires $M_{-1}(\gamma+1)(x,\rho\eta)=\epsilon(1,\rho)$; its second row, divided by $c$, is $\gamma x-(\gamma-1)\eta=\epsilon(\gamma-1)$, whence $\eta=-(2\gamma-1)(\gamma+1)/4$ and $x=(1-\gamma)(2\gamma+3)/4$. The first row, $-x+(\gamma+2)\eta/(1+\gamma)=-(2\gamma+1)/4$, then holds identically. With $\rho^2=(1-\gamma)/(1+\gamma)$ one finds $x+\rho^2\eta=1-\gamma$, and orthogonality gives $t=-(1-\gamma)m_1/(1+\rho^2)=-(1-\gamma^2)(2\gamma+1)/4$. With $F_2=r^{-2}$ and $x+\eta=1-\gamma/2-\gamma^2$,
\begin{align}
s_{-1}&=-\tfrac49\big[2tm_{-2}+(x+\eta)m_{-1}\big]
=-\tfrac49\,\frac{(-2\gamma^3+\frac52\gamma-1)-(1+2\gamma-\gamma^2-2\gamma^3)}{\gamma(2\gamma-1)}\nonumber\\
&=-\tfrac49\,\frac{\gamma^2+\gamma/2-2}{\gamma(2\gamma-1)}=-\tfrac49\Big[\tfrac12+\frac2\gamma-\frac3{2\gamma-1}\Big].
\end{align}
For $\kappa=2$ take $F_1=r^{-2}$ and try $r^\gamma e^{-r}[r^{-1}(x,0)+t(1,\rho)]$. The power $r^{\gamma-2}$ requires $-x=-c\rho$ and $c(\gamma+1)x=-c$, both met by $x=-1/(1+\gamma)$. At $r^{\gamma-1}$, $M_2(\gamma)(1,\rho)=3c(\rho,1)$ and $N(x,0)=-cx(\rho,1)$ give $t=x/3$, and the power $r^\gamma$ vanishes. This solution is square integrable for $\gamma>\frac12$, and it is unique because $E_0$ is not a level of $H_2$. With $F_2=r/2$,
\begin{equation}
s_2=\tfrac49\Big(-\tfrac12\Big)\tfrac12\,(x+2tm_1)=\frac{1}{9(1+\gamma)}\Big(1+\frac{2\gamma+1}3\Big)=\frac{2(\gamma+2)}{27(1+\gamma)} .
\end{equation}
At $\gamma=1$ the parts are $\frac29$ and $\frac19$, and their sum $\frac13$ is the Lamb value for $\langle1/r\rangle=1$.

The numerical check uses 28 $s$ exponents $0.02\times2.2^k$ in units $Z^2/a_0^2$, $k=0,\dots,27$, and $d$ shells with the same exponents up to $k=13$. Formula (\ref{resp}) was tested against diagonalization at finite $b$ in a $20s4d$ subset; for $Z=40$ both roads give $s=0.405881$ in RKB and $0.420306$ in RMB. At $c=2000$ the RMB term $\mathsf H^{11}_{00}$ is $0.333333$ in every basis. The RKB negative-energy sum agrees with (\ref{proj}) and is $0.222222$ without $d$ shells, $0.3136$ with the shell $k=3$, $0.3259$ with $k=2$--$4$, $0.3315$ with $k=2$--$13$ and $0.3333$ with $k=0$--$13$. Adding the two most diffuse shells lowers the error relative to $\frac13$ from $0.6\%$ to $0.02\%$, and it raises the ratio of the projected to the full $B^2$ term from $0.9667$ to $0.9993$, while the nine tight shells had moved that ratio only from $0.9663$ to $0.9667$ but the shielding term from $0.3259$ to $0.3315$. Diffuse shells alone do not repair the shielding: the set $k=0$--$4$ has a $B^2$ ratio of $0.9990$ and a shielding term of $0.3221$, farther from $\frac13$ than $k=2$--$4$. In the $20s4d$ subset the RMB negative-energy part changes from $-1.204\times10^{-5}$ at $c=200$ to $-3.031\times10^{-6}$ at $c=400$, a ratio of $3.97$ against $4$ for $c^{-2}$.

For $Z=1$, with $\alpha^2=53.2514$ ppm, the radial value is $53.2514\times(0.222270+0.111112)=17.753$ ppm, beside the Lamb value $17.7505$ ppm. Without $d$ shells RMB gives $17.7530$ ppm, RKB gives $11.8362$ ppm, and the fixed space $\{K\chi,X\chi\}$ on 20 $s$ functions gives $17.7528$ ppm. For $Z=40$, $\gamma=0.956451$ and the radial value is $40\times53.2514\times(0.308961+0.111936)=896.53$ ppm. The $s$-only RKB basis holds the $\kappa=-1$ channel alone, and its $658.04$ ppm is close to $40\times53.2514\times0.308961=658.10$ ppm and $27\%$ below the radial total. The $s$-only RMB value, $897.10$ ppm, is $0.06\%$ above it. With growing $d$ sets RMB gives $896.43$, $896.32$, $896.48$ and $896.47$ ppm, which is not monotone, a mixed derivative being no variational quantity, and RKB gives $849.55$, $877.49$, $892.59$ and $896.35$ ppm. The last RMB value is $717.17-43.28+290.06-67.48=896.47$ ppm for the $\mathsf H^{11}$, negative-energy, positive-energy and metric parts. At this $Z$ the $O(c^{-2})$ parts are large, and $\mathsf H^{11}$, though near the Lamb value $710.02$ ppm, is $80\%$ of the total.

The large-$c$ result carries over to Hartree--Fock theory. The small components enter the electron repulsion at $O(c^{-2})$, so (\ref{heff}) is the one-electron operator of a nonrelativistic mean-field problem; the linear terms, and with them the coupled paramagnetic response, are the same in RKB and RMB, and (\ref{proj}) and (\ref{lamb}) are summed over the occupied spin orbitals. For H$_2$CO at the chosen geometry $r_{\rm CO}=1.21$ \AA, $r_{\rm CH}=1.10$ \AA, HCH angle $116^\circ$, with the origin at each nucleus in turn, the RMB limit was evaluated from (\ref{lamb}) and the RKB limit from (\ref{proj}). In uncontracted cc-pVDZ the sum of $\langle a_0/r\rangle$ at carbon is $19.0855$, so RMB gives $53.2514\times19.0855/3=338.8$ ppm and RKB $255.7$ ppm, short by $83.1$ ppm or $25\%$ of the Lamb term. Oxygen has $452.2$ against $333.5$ ppm (ratio $0.738$) and hydrogen $112.5$ against $99.4$ ppm (ratio $0.883$). In uncontracted 6-31G the ratios are $0.695$, $0.700$ and $0.779$, while the Lamb terms differ from the cc-pVDZ ones by about $0.3$ ppm. The RKB values belong to the basis and are far from converged: in uncontracted cc-pVTZ they rise to $272.1$, $363.7$ and $106.8$ ppm for C, O and H (ratios $0.803$, $0.804$ and $0.949$) while the Lamb terms move by less than $0.1$ ppm, and in uncontracted aug-cc-pVDZ the ratios are $0.791$, $0.771$ and $0.960$ with Lamb terms lower by $0.1$ to $0.3$ ppm. These numbers are diamagnetic parts for a stated origin, without the paramagnetic term, correlation or relativistic corrections; the RKB deficit passes unchanged into the total shielding at this order.

\section*{Numbers as computed}
\begin{verbatim}
alpha^2 = r_e/a0 = 53.2514 ppm, 1/alpha = 137.0360
basis: exponents 0.02*2.2^k Z^2/a0^2, 28 s up to 3.519e+07, 14 d up to 565.6
20s4d Z=1 RKB: s response = 0.320315, finite field = 0.320315 (dimensionless)
20s4d Z=1 RMB: s response = 0.333381, finite field = 0.333381 (dimensionless)
20s4d Z=40 RKB: s response = 0.405881, finite field = 0.405881 (dimensionless)
20s4d Z=40 RMB: s response = 0.420306, finite field = 0.420306 (dimensionless)
large-c limit, c = 2000 a.u., values of s (dimensionless):
 no d: Lamb 0.333333 RMB H11 0.333333 RKB neg 0.222222 proj 0.222222 B2 ratio 0.66667
 d k=3: Lamb 0.333333 RMB H11 0.333333 RKB neg 0.313618 proj 0.313618 B2 ratio 0.86317
 d k=2-4: Lamb 0.333333 RMB H11 0.333333 RKB neg 0.325909 proj 0.325910 B2 ratio 0.96629
 d k=2-13: Lamb 0.333333 RMB H11 0.333333 RKB neg 0.331460 proj 0.331461 B2 ratio 0.96673
 d k=0-13: Lamb 0.333333 RMB H11 0.333333 RKB neg 0.333281 proj 0.333281 B2 ratio 0.99928
RMB negative-energy part of s: c=200 -1.204e-05, c=400 -3.031e-06, ratio 3.972
fixed space p-and-A, 20 s only, Z=1: sigma = 17.7528 ppm
Z=1: gamma 0.999973, s(-1) 0.222270, s(2) 0.111112, Dirac sigma 17.7530 ppm, Lamb 17.7505 ppm
 Z=1 no d: RKB 11.8362 ppm, RMB 17.7530 ppm
 Z=1 d k=3: RKB 16.7031 ppm, RMB 17.7530 ppm
 Z=1 d k=2-4: RKB 17.3576 ppm, RMB 17.7530 ppm
 Z=1 d k=2-13: RKB 17.6533 ppm, RMB 17.7530 ppm
 Z=1 d k=0-13: RKB 17.7502 ppm, RMB 17.7530 ppm
 Z=1 RMB parts (ppm): H11 17.7506 neg -0.0015 pos 0.0049 metric -0.0009
Z=40: gamma 0.956451, s(-1) 0.308961, s(2) 0.111936, Dirac sigma 896.5318 ppm, Lamb 710.0181 ppm
 Z=40 no d: RKB 658.0391 ppm, RMB 897.0954 ppm
 Z=40 d k=3: RKB 849.5540 ppm, RMB 896.4338 ppm
 Z=40 d k=2-4: RKB 877.4929 ppm, RMB 896.3232 ppm
 Z=40 d k=2-13: RKB 892.5879 ppm, RMB 896.4754 ppm
 Z=40 d k=0-13: RKB 896.3539 ppm, RMB 896.4670 ppm
 Z=40 RMB parts (ppm): H11 717.1688 neg -43.2846 pos 290.0644 metric -67.4816
H2CO geometry: r(CO) 1.21 A, r(CH) 1.1 A, HCH 116.0 deg
uncontracted 6-31g: 52 functions, E(HF) = -113.815171 hartree
 C: <1/r> 19.0703 1/a0, RMB 338.51 ppm, RKB 235.14 ppm, ratio 0.6946, B2 ratio 0.6652
 O: <1/r> 25.4555 1/a0, RMB 451.85 ppm, RKB 316.31 ppm, ratio 0.7000, B2 ratio 0.7026
 H: <1/r> 6.3220 1/a0, RMB 112.22 ppm, RKB 87.46 ppm, ratio 0.7793, B2 ratio 0.6960
uncontracted cc-pvdz: 66 functions, E(HF) = -113.877975 hartree
 C: <1/r> 19.0855 1/a0, RMB 338.78 ppm, RKB 255.66 ppm, ratio 0.7546, B2 ratio 0.7730
 O: <1/r> 25.4734 1/a0, RMB 452.16 ppm, RKB 333.54 ppm, ratio 0.7377, B2 ratio 0.7926
 H: <1/r> 6.3390 1/a0, RMB 112.52 ppm, RKB 99.36 ppm, ratio 0.8830, B2 ratio 0.8166
\end{verbatim}
